# The Loss–Yau zero mode and its linked magnetic field lines

## Problem

A spin-½ particle of charge $q$ moves in a static magnetic field. With $\hbar=1$ and $\mathbf p=-i\nabla$, absorb the charge into the potential, $\mathbf A=q\mathbf A_{\rm phys}$ and $\mathbf B=\nabla\times\mathbf A=q\mathbf B_{\rm phys}$. Lengths are measured in a unit $\ell$, which is restored in part 5. A zero mode is a square-integrable solution of

$$D\psi=0,\qquad D=\boldsymbol\sigma\cdot(\mathbf p-\mathbf A).$$

Let $\chi$ be a constant spinor with $\chi^\dagger\chi=1$, let $r=|\mathbf x|$, and take

$$\psi(\mathbf x)=\frac{1+i\boldsymbol\sigma\cdot\mathbf x}{(1+r^2)^{3/2}}\,\chi .$$

1. Find every real $\mathbf A$ for which $D\psi=0$.
2. Find $\mathbf B$.
3. Decide whether $\psi$ is normalizable and in the domain of $D$, and whether the field energy is finite.
4. Determine the shape of the field lines and how they are linked.
5. Evaluate the result for an electron with $\ell=2000$ bohr.

## Hints

**Part 1.** Compute $\boldsymbol\sigma\cdot\mathbf p\,\psi$ first and compare it with $\psi$. Then use the fact that a two-component spinor is an eigenvector of the spin component along its own spin direction.

**Part 2.** Write the potential as a scalar function $g$ times a vector polynomial $\mathbf N$, and use $\nabla\times(g\mathbf N)=g\,\nabla\times\mathbf N+\nabla g\times\mathbf N$.

**Part 3.** The substitution $r=\tan t$ turns all radial integrals into trigonometric ones.

**Part 4.** Put the $z$ axis along $\chi^\dagger\boldsymbol\sigma\chi$ and follow

$$u=\frac{2(x+iy)}{1+r^2},\qquad v=\frac{1-r^2+2iz}{1+r^2}$$

along a field line.

**Part 5.** The combination $\ell\mathbf A$ depends on position only through $\mathbf x/\ell$.

## Solution

### 1. The potential

Let $f=(1+r^2)^{-3/2}$, so $\nabla f=-3\mathbf x(1+r^2)^{-5/2}$. The product rule, with $(\boldsymbol\sigma\cdot\mathbf x)^2=r^2$ and $\sum_k\sigma_k\sigma_k=3$, gives

$$\begin{aligned}
\boldsymbol\sigma\cdot\nabla\psi
&=-\frac{3\,\boldsymbol\sigma\cdot\mathbf x\,(1+i\boldsymbol\sigma\cdot\mathbf x)}{(1+r^2)^{5/2}}\chi+\frac{3i}{(1+r^2)^{3/2}}\chi\\
&=\frac{3}{(1+r^2)^{5/2}}\left[-\boldsymbol\sigma\cdot\mathbf x-ir^2+i(1+r^2)\right]\chi\\
&=\frac{3i}{(1+r^2)^{5/2}}(1+i\boldsymbol\sigma\cdot\mathbf x)\chi .
\end{aligned}$$

Multiplication by $-i$ yields

$$\boldsymbol\sigma\cdot\mathbf p\,\psi=\lambda\psi,\qquad \lambda(r)=\frac{3}{1+r^2}.$$

So $\psi$ is not a zero mode of the free operator. The potential must cancel $\lambda\psi$.

Next find the local spin direction. Since $(1-i\boldsymbol\sigma\cdot\mathbf x)(1+i\boldsymbol\sigma\cdot\mathbf x)=1+r^2$, the density is

$$\psi^\dagger\psi=\frac{1}{(1+r^2)^2}.$$

For the spin density, expand

$$(1-i\boldsymbol\sigma\cdot\mathbf x)\sigma_j(1+i\boldsymbol\sigma\cdot\mathbf x)
=\sigma_j+i[\sigma_j,\boldsymbol\sigma\cdot\mathbf x]+(\boldsymbol\sigma\cdot\mathbf x)\sigma_j(\boldsymbol\sigma\cdot\mathbf x).$$

From $[\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l$, the middle term is $-2(\mathbf x\times\boldsymbol\sigma)_j$. From $(\boldsymbol\sigma\cdot\mathbf x)\sigma_j=2x_j-\sigma_j(\boldsymbol\sigma\cdot\mathbf x)$, the last is $2x_j\boldsymbol\sigma\cdot\mathbf x-r^2\sigma_j$. With $\mathbf w=\chi^\dagger\boldsymbol\sigma\chi$, a unit vector, the spin direction is therefore

$$\mathbf n=\frac{\psi^\dagger\boldsymbol\sigma\psi}{\psi^\dagger\psi}=\frac{\mathbf N}{1+r^2},\qquad
\mathbf N=(1-r^2)\mathbf w+2(\mathbf w\cdot\mathbf x)\mathbf x+2\mathbf w\times\mathbf x .$$

For any nonzero two-component spinor, $|\mathbf n|=1$ and $(\boldsymbol\sigma\cdot\mathbf n)\psi=\psi$. In particular $|\mathbf N|=1+r^2$.

Now decompose an arbitrary real potential as $\mathbf A=a\mathbf n+\mathbf b$ with $\mathbf b\cdot\mathbf n=0$. Then $\boldsymbol\sigma\cdot\mathbf A\,\psi=a\psi+(\boldsymbol\sigma\cdot\mathbf b)\psi$. Because $\boldsymbol\sigma\cdot\mathbf b$ anticommutes with $\boldsymbol\sigma\cdot\mathbf n$, the second term has spin opposite to $\psi$, and its norm is $|\mathbf b||\psi|$. It cannot be compensated by the first. Equality with $\lambda\psi$ requires $\mathbf b=0$ and $a=\lambda$, so there is one solution:

$$\boxed{\mathbf A=\lambda\mathbf n=\frac{3\mathbf N}{(1+r^2)^2}}$$

The strength matters as well as the shape. If $\mathbf A$ is replaced by $s\mathbf A$, then $D\psi=(1-s)\lambda\psi$, which vanishes for $s=1$ alone. This says nothing about whether some other spinor is a zero mode at another strength.

### 2. The magnetic field

The three terms of $\mathbf N$ have curls $-2\mathbf x\times\mathbf w=2\mathbf w\times\mathbf x$, then $2\mathbf w\times\mathbf x$, and $4\mathbf w$. Hence

$$\nabla\times\mathbf N=4\mathbf w+4\mathbf w\times\mathbf x .$$

The gradient of the scalar prefactor is $\nabla(1+r^2)^{-2}=-4\mathbf x(1+r^2)^{-3}$, and it enters through

$$\begin{aligned}
\mathbf x\times\mathbf N&=(1-r^2)\mathbf x\times\mathbf w+2\mathbf x\times(\mathbf w\times\mathbf x)\\
&=-(1-r^2)\mathbf w\times\mathbf x+2r^2\mathbf w-2(\mathbf w\cdot\mathbf x)\mathbf x .
\end{aligned}$$

Together,

$$\mathbf B=\frac{3}{(1+r^2)^3}\left[(1+r^2)(4\mathbf w+4\mathbf w\times\mathbf x)-4\,\mathbf x\times\mathbf N\right].$$

In the bracket, $\mathbf w$ has coefficient $4(1+r^2)-8r^2=4(1-r^2)$. The coefficient of $\mathbf w\times\mathbf x$ is $4(1+r^2)+4(1-r^2)=8$, and the remaining term is $8(\mathbf w\cdot\mathbf x)\mathbf x$. The bracket equals $4\mathbf N$, so

$$\boxed{\mathbf B=\frac{12\,\mathbf N}{(1+r^2)^3},\qquad |\mathbf B|=\frac{12}{(1+r^2)^2}}$$

The field vanishes nowhere and is parallel to the local spin of $\psi$.

### 3. Norm, domain and energy

Define

$$J_k=\int_0^\infty\frac{r^2\,dr}{(1+r^2)^k}=\int_0^{\pi/2}\sin^2t\,\cos^{2k-4}t\,dt,$$

where $r=\tan t$ was used. The values needed are $J_2=\pi/4$, $J_3=\pi/16$ and $J_4=\pi/32$. Then

$$\int|\psi|^2d^3x=4\pi J_2=\pi^2,\qquad
\int|\mathbf B|^2d^3x=144\cdot4\pi J_4=18\pi^2 .$$

Both are finite, and $\psi/\pi$ is normalized.

Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the gradient is controlled by

$$\int|\nabla\psi|^2d^3x=\int\lambda^2|\psi|^2d^3x=9\cdot4\pi J_4=\frac{9\pi^2}{8}.$$

Thus $\psi$ and its first derivatives are square integrable. The free operator $\boldsymbol\sigma\cdot\mathbf p$ is self-adjoint on such spinors, and $|\mathbf A|\le3$ makes the potential a bounded symmetric addition, which leaves that domain unchanged. No extra boundary condition is needed.

The localization is weak. For the normalized state, the probability inside radius $R$ is

$$P(R)=\frac{4}{\pi}\int_0^R\frac{r^2dr}{(1+r^2)^2}
=\frac2\pi\left(\arctan R-\frac{R}{1+R^2}\right),$$

as differentiation confirms. This gives $P(1)=0.1817$ and $P(10)=0.8735$. The density falls as $r^{-4}$, so $\langle r\rangle$ contains $\int dr/r$ at large $r$ and diverges logarithmically, although the norm is finite.

The zero has a simple reading in terms of the squared operator. With $\boldsymbol\pi=\mathbf p-\mathbf A$,

$$D^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\pi^2-\boldsymbol\sigma\cdot\mathbf B,$$

because $\boldsymbol\pi\times\boldsymbol\pi=-(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)=i\mathbf B$. The spin is parallel to the field, so in the normalized state

$$\langle\boldsymbol\sigma\cdot\mathbf B\rangle=\frac1{\pi^2}\int|\mathbf B||\psi|^2d^3x=\frac{12\cdot4\pi J_4}{\pi^2}=\frac32 .$$

As $D\psi=0$, also $\langle\pi^2\rangle=3/2$. The energy gained by spin alignment cancels the orbital energy.

### 4. The field lines

Choose $\mathbf w=\mathbf e_z$. Field lines are curves tangent to $\mathbf B$. Since $\mathbf B$ is a positive function times $\mathbf N$, they may be traced with $\dot{\mathbf x}=\mathbf N$, or

$$\dot x+i\dot y=(2i+2z)(x+iy),\qquad \dot z=1-r^2+2z^2 .$$

Also $d(r^2)/dt=2\mathbf x\cdot\mathbf N=2z(1+r^2)$. For $u$ from the hint,

$$\dot u=(2i+2z)u-2zu=2iu .$$

For $v$, write its real part as $2/(1+r^2)-1$. Then

$$\frac{d}{dt}\operatorname{Re}v=-\frac{4z}{1+r^2}=-2\operatorname{Im}v,$$

$$\frac{d}{dt}\operatorname{Im}v=\frac{2(1-r^2+2z^2)-4z^2}{1+r^2}=2\operatorname{Re}v,$$

so $\dot v=2iv$. The solution is

$$u(t)=u_0e^{2it},\qquad v(t)=v_0e^{2it}.$$

The position follows from $x+iy=u/(1+\operatorname{Re}v)$ and $z=\operatorname{Im}v/(1+\operatorname{Re}v)$. Since $|u|^2+|v|^2=1$, the denominator can vanish only if $v=-1$ and $u=0$. This happens on the $z$ axis alone, which runs to infinity. Every other line is closed, with period $\pi$ in $t$. Its shape is a circle. The point $(\operatorname{Re}u,\operatorname{Im}u,\operatorname{Re}v,\operatorname{Im}v)$ has the form $\mathbf a\cos2t+\mathbf b\sin2t$ with constant vectors $\mathbf a$ and $\mathbf b$, so it runs along a great circle of the unit sphere in four dimensions. The map back to $\mathbf x$ is a stereographic projection, which sends circles that avoid the point $u=0$, $v=-1$ to circles.

The ratio $h=u/v$ is constant on each line. Two points with the same $h$ differ by a common phase of $u$ and $v$, so they lie on the same line. The map $\mathbf x\mapsto h$ is the Hopf map, and the field lines are its fibres.

To find the linking number, start with the line $v=0$. It is the unit circle in the plane $z=0$, traversed counterclockwise because there $\mathbf N=(-2y,2x,0)$. On the disc it bounds, $v$ is real and positive. Along any other closed line the phase of $v$ grows by $2\pi$ per period, so $v$ is real and positive once, with $\operatorname{Im}v$, and hence $z$, increasing. The line pierces the disc once, upward, and the linking number is $+1$.

This carries over to every pair. Closed lines correspond to all values of $h$, including infinity, except $h=0$. These values form a sphere without one point, which is a plane, and any pair of distinct points in a plane can be moved to any other pair without a collision. The two lines then move continuously without touching, so their linking number remains $+1$. The phase of $u$ also grows by $2\pi$, so each closed line winds once around the axis.

A numerical check traced four lines and evaluated the Gauss linking integral for all six pairs; each gave $1.000000$. After half a period $u$ and $v$ change sign, which means $\mathbf x\to-\mathbf x/r^2$. The line starting at $(0.5,0,0)$ accordingly passes through $(-2,0,0)$. In the numerical output, the "drift of Hopf invariant" is the change of $uv^*$ along a line. This product equals $h/(1+|h|^2)$, so it is constant on each line, but the lines with ratios $h$ and $1/h^*$ share its value. It therefore does not by itself determine $h$. It is not the integer called the Hopf invariant, which is the linking number of two fibres.

The linking also appears in the helicity $\int\mathbf A\cdot\mathbf B\,d^3x$. Along every closed line $\mathbf A\cdot\mathbf N=3|\mathbf N|^2/(1+r^2)^2=3$, so

$$\oint\mathbf A\cdot d\mathbf x=\int_0^\pi3\,dt=3\pi .$$

For the unit circle this is the flux $\Phi=3\pi$ through its disc, which every other closed line crosses once. Dividing the field into thin closed tubes of flux $d\Phi$ gives $\int\mathbf A\cdot\mathbf B\,d^3x=\int3\pi\,d\Phi=9\pi^2=\Phi^2$. Direct integration agrees: $36\cdot4\pi J_3=9\pi^2$.

### 5. An electron with $\ell=2000$ bohr

Restoring the length gives $\mathbf A_\ell(\mathbf x)=\mathbf A(\mathbf x/\ell)/\ell$ and $\mathbf B_\ell(\mathbf x)=\mathbf B(\mathbf x/\ell)/\ell^2$. In atomic units the electron has $q=-1$, so the physical field is $-\mathbf B_\ell$. Reversing both lines of a pair leaves their linking number unchanged.

The peak field, at the origin, is

$$\frac{12}{2000^2}=3.000\times10^{-6}\ \text{a.u.},$$

or $0.705$ T. In these units $\mu_0=4\pi\alpha^2$, with $\alpha$ the fine-structure constant. The volume integral of $|\mathbf B_\ell|^2$ is $18\pi^2/\ell$, so the field energy is

$$W=\frac{18\pi^2}{2\mu_0\ell}=\frac{9\pi}{4\alpha^2\ell}
=\frac{7.0686\times18778.865}{2000}=66.37\ \text{hartree},$$

or $1806$ eV. This is the energy of the imposed field, not of the electron. The field is not a vacuum field: at the origin $\nabla\times\mathbf B=48\,\mathbf w$, so it needs a current flowing through the region the electron occupies, of density $48\hbar/(e\mu_0\ell^3)\approx2\times10^{13}$ A/m$^2$ at the centre for this $\ell$. External coils cannot produce it, and the numbers describe a model field. For the electron, the nonrelativistic Pauli Hamiltonian $D^2/2$ contains an orbital energy $(3/2)/(2\ell^2)=1.875\times10^{-7}$ hartree and a Zeeman energy of the same size and opposite sign. This cancellation rests on the spin $g$-factor being exactly 2, as it is in $D^2/2$ and in the Dirac Hamiltonian below. With the measured $g=2.0023$ the Zeeman term becomes $-1.877\times10^{-7}$ hartree, and the sum in this state is $-2.2\times10^{-10}$ hartree instead of zero.

Since $W\propto1/\ell$, a wider field of this form costs less energy, and $W$ has no positive minimum in the family. Other measures of the field do not change with $\ell$. The field scales as $\ell^{-2}$ and the volume as $\ell^3$, so one of them is

$$\int|\mathbf B|^{3/2}d^3x=12^{3/2}\cdot4\pi J_3=\frac{12^{3/2}\pi^2}{4}=102.57 .$$

The helicity is another, because $\mathbf A_\ell\cdot\mathbf B_\ell$ scales as $\ell^{-3}$. So is the flux through the disc of radius $\ell$, whose magnitude is $3\pi\hbar/e=1.5\,h/e$. In units of the superconducting flux quantum $h/(2e)$ this is 3. The derivation imposed no quantization condition on the flux.

The numerical output below lists these values and the traced lines.

## Variation 1: the opposite constant spinor

*Keep $\mathbf A$, but replace $\chi$ by a unit spinor $\chi_\perp$ orthogonal to it. Is the new $\psi_\perp$ a zero mode?*

The calculation of $\boldsymbol\sigma\cdot\mathbf p\,\psi$ did not depend on $\chi$, so $\boldsymbol\sigma\cdot\mathbf p\,\psi_\perp=\lambda\psi_\perp$. At each point $\psi^\dagger\psi_\perp=(1+r^2)^{-2}\chi^\dagger\chi_\perp=0$, so $\psi_\perp$ has spin $-\mathbf n$ and $\boldsymbol\sigma\cdot\mathbf A\,\psi_\perp=-\lambda\psi_\perp$. Therefore

$$D\psi_\perp=2\lambda\psi_\perp=\frac{6}{1+r^2}\psi_\perp\neq0 .$$

It is a zero mode for $-\mathbf A$, that is, for the opposite charge in the same physical field. This excludes one candidate for a second zero mode; it does not determine how many zero modes $D$ has.

## Variation 2: a massive Dirac electron

*What states does $\psi$ give when the electron mass is included?*

In atomic units, with $m=1$ and $c=1/\alpha$, the Dirac Hamiltonian in this field is

$$H=\begin{pmatrix}c^2&cD\\ cD&-c^2\end{pmatrix}.$$

Here $D$ is taken with $\mathbf A_\ell$ and $\psi$ with argument $\mathbf x/\ell$. Since $D\psi=0$,

$$H\begin{pmatrix}\psi\\0\end{pmatrix}=c^2\begin{pmatrix}\psi\\0\end{pmatrix},\qquad
H\begin{pmatrix}0\\\psi\end{pmatrix}=-c^2\begin{pmatrix}0\\\psi\end{pmatrix}.$$

The energies are $\pm c^2=\pm18778.865$ hartree for every $\ell$. Squaring $H$ cancels the cross terms and leaves $H^2=c^4+c^2D^2\ge c^4$, so no state has energy between these values. The zero mode of $D$ thus becomes two normalizable states at the edges of the mass gap, not states at zero energy.

## Numbers as computed

```
Dimensionless results (ell = 1, charge absorbed)
norm squared of psi             9.869604
<p^2>, normalized               1.125000
<(p-A)^2>, normalized           1.500000
<sigma.B>, normalized           1.500000
integral of B^2                 177.652879
integral of |B|^(3/2)           102.567938
flux through unit disc          9.424778
flux squared                    88.826440
helicity, integral of A.B       88.826440
probability within r = 1        0.181690
probability within r = 10       0.873517
Field lines: start -> point after half a period
line 1: (0.5000, 0.0000, 0.0000) -> (-2.0000, 0.0000, 0.0000)
line 2: (1.0000, 0.0000, 0.0000) -> (-1.0000, 0.0000, 0.0000)
line 3: (0.3000, 0.4000, 1.2000) -> (-0.1775, -0.2367, -0.7101)
line 4: (0.0000, 1.5000, 0.5000) -> (0.0000, -0.6000, -0.2000)
largest closure error           3.9e-11
largest drift of Hopf invariant 3.4e-10
linking number, lines 1 and 2   1.000000
linking number, lines 1 and 3   1.000000
linking number, lines 1 and 4   1.000000
linking number, lines 2 and 3   1.000000
linking number, lines 2 and 4   1.000000
linking number, lines 3 and 4   1.000000
Electron example
length ell                      2000 bohr
length ell, converted           105.835 nm
peak field                      3.0000e-06 a.u.
peak field, converted           0.7052 T
disc flux over h/e              1.500000
field energy                    66.3700 hartree
field energy, converted         1806.02 eV
orbital energy <(p-A)^2>/2      1.8750e-07 hartree
Zeeman energy -<sigma.B>/2      -1.8750e-07 hartree
rest energy m c^2               18778.865 hartree
```
